# Plane-Wave Diagonalisation of a Moire Hamiltonian with a Symmetric Cutoff: verification in Python

```python
"""Plane-wave diagonalisation of a continuum moire Hamiltonian of two Dirac layers.

Result under test: keeping all plane waves with |p| < cutoff (p measured from the
Dirac point of the layer concerned) keeps the Dirac doublet at the moire point K
exactly degenerate at zero energy, and the error of the flat levels is bounded by
the norm of the residual R that leaks out of the kept set (and by |R|^2/d).

H = -i hbar v sigma.grad in each layer; layer 1 -> layer 2 coupling
T(r) = sum_j T_j exp(i q_j.r), T_j = w0 + w1 (cos f_j sigma_x + sin f_j sigma_y).
kappa: Bloch momentum from the Dirac point of layer 1 (K: 0, Gamma: q1, M: -q1/2).
Momenta are in units of k_theta = |q_j|, energies in meV.
"""
import numpy as np
from scipy.constants import hbar, e, pi

lattice_constant = 0.25e-9      # m
velocity = 1.0e6                # m/s
twist_deg = 1.2
w0, w1 = 80.0, 110.0            # meV

k_theta = 8 * pi / (3 * lattice_constant) * np.sin(np.radians(twist_deg) / 2)
scale = hbar * velocity * k_theta / e * 1e3      # hbar v k_theta in meV
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
angles = 2 * pi * np.arange(3) / 3
q = np.array([[np.sin(f), -np.cos(f)] for f in angles])
T = [w0 * np.eye(2) + w1 * (np.cos(f) * sx + np.sin(f) * sy) for f in angles]
b1, b2 = q[1] - q[0], q[2] - q[0]
ii, jj = np.meshgrid(np.arange(-10, 11), np.arange(-10, 11))
G = ii.reshape(-1, 1) * b1 + jj.reshape(-1, 1) * b2
ORIGIN = np.zeros(2)
K, GAMMA, M = ORIGIN, q[0], -q[0] / 2


def momenta(kappa, cutoff, centre=ORIGIN):
    p = np.vstack([kappa + G, kappa + q[0] + G])
    layer = np.repeat([0, 1], len(G))
    keep = np.linalg.norm(p - centre, axis=1) < cutoff
    return p[keep], layer[keep]


def hamiltonian(p, layer):
    n = len(p)
    H = np.zeros((n, 2, n, 2), complex)
    idx = np.arange(n)
    H[idx, :, idx, :] = scale * (p[:, 0, None, None] * sx + p[:, 1, None, None] * sy)
    one, two = np.nonzero(layer == 0)[0], np.nonzero(layer == 1)[0]
    difference = p[two][:, None, :] - p[one][None, :, :]
    for qj, Tj in zip(q, T):
        row, col = np.nonzero(np.abs(difference - qj).sum(axis=2) < 1e-6)
        H[two[row], :, one[col], :] = Tj
        H[one[col], :, two[row], :] = Tj.conj().T
    return H.reshape(2 * n, 2 * n)


def solve(kappa, cutoff, centre=ORIGIN):
    """All levels, the two flat vectors, and their leakage out of the kept set."""
    p, layer = momenta(kappa, cutoff + 1.001, centre)   # includes every neighbour
    inside = np.repeat(np.linalg.norm(p - centre, axis=1) < cutoff, 2)
    H = hamiltonian(p, layer)
    E, V = np.linalg.eigh(H[np.ix_(inside, inside)])
    m = len(E) // 2
    X = V[:, m - 1:m + 1]
    R = H[np.ix_(~inside, inside)] @ X
    return E, X, R


def flat(E):
    m = len(E) // 2
    return E[m - 1:m + 1]


def norm2(R):
    return np.linalg.norm(R, 2)


cutoffs = [2.51, 3.51, 4.51, 5.51, 6.51]
reference_cutoff = 7.51
print(f"inputs: a = {lattice_constant*1e9:.2f} nm, v = {velocity:.2e} m/s, twist = {twist_deg} deg")
print(f"inputs: w0 = {w0:.0f} meV, w1 = {w1:.0f} meV")
print(f"k_theta = {k_theta*1e-9:.5f} nm^-1; moire period = {4*pi/(3*k_theta)*1e9:.3f} nm")
print(f"hbar v k_theta = {scale:.3f} meV; alpha0 = {w0/scale:.4f}, alpha1 = {w1/scale:.4f}")

# Rotation sectors: D = omega and D = conj(omega) must have equal spectra.
omega = np.exp(2j * pi / 3)
C3 = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
for name, kappa, extra in [("K", K, 1), ("Gamma", GAMMA, 0)]:
    p, layer = momenta(kappa, 3.51)
    H = hamiltonian(p, layer)
    moved = p @ C3.T
    perm = ((np.abs(p[:, None] - moved[None]).sum(axis=2) < 1e-6)
            & (layer[:, None] == layer[None])).astype(float)
    D = np.kron(perm, np.diag([omega, omega.conjugate()]))
    assert np.allclose(D @ D.conj().T, np.eye(len(D)))
    assert np.abs(D @ H - H @ D).max() < 1e-8
    C = np.kron(np.eye(len(p)), sx)
    assert np.abs(C @ H.conj() @ C - H).max() < 1e-8
    sectors = []
    for z in (omega, omega.conjugate()):
        projector = (np.eye(len(D)) + D / z + D @ D / z**2) / 3
        val, vec = np.linalg.eigh(projector)
        basis = vec[:, val > 0.5]
        sectors.append(np.linalg.eigvalsh(basis.conj().T @ H @ basis))
    assert len(sectors[0]) == len(sectors[1]) == (len(H) + extra) // 3
    mismatch = np.abs(sectors[0] - sectors[1]).max()
    assert mismatch < 1e-8
    if name == "K":
        assert len(sectors[0]) % 2 == 1 and np.abs(sectors[0]).min() < 1e-8
    print(f"{name}, cutoff 3.51: N = {len(H)}, doublets = {len(sectors[0])}, "
          f"largest pair mismatch = {mismatch:.1e} meV")

# Energy reversal under reflection of the Bloch momentum, at a generic momentum.
generic = np.array([0.21, 0.13])
E_right = solve(generic, 3.51)[0]
E_left = solve(generic * [-1, 1], 3.51)[0]
assert np.abs(E_right + E_left[::-1]).max() < 1e-8

# Splitting at K: symmetric circle against a list centred on Gamma.
print("K doublet splitting (meV): cutoff/k_theta, symmetric set, Gamma-centred set, its |R|")
splits = []
for cutoff in cutoffs:
    good = flat(solve(K, cutoff)[0])
    E, X, R = solve(K, cutoff, centre=-q[0])
    bad = flat(E)
    assert np.abs(good).max() < 1e-8
    assert np.abs(bad).max() <= norm2(R) + 1e-9
    splits.append(bad[1] - bad[0])
    print(f"  {cutoff:.2f}  {good[1]-good[0]:.1e}  {splits[-1]:.3e}  {norm2(R):.3e}")
assert splits[0] > 1e-3 and splits[-1] < 1e-2 * splits[0]


# Dirac velocity from the slope at K, with the set held fixed around K.
def velocity_ratio(cutoff):
    step = np.array([1e-5, 0.0])
    low, high = flat(solve(step, cutoff, centre=step)[0])
    return (high - low) / (2 * scale * step[0])


a0, a1 = w0 / scale, w1 / scale
formula = (1 - 3 * a1**2) / (1 + 3 * a0**2 + 3 * a1**2)
small = velocity_ratio(1.51)
converged = velocity_ratio(reference_cutoff)
assert len(momenta(K, 1.51)[0]) == 4
assert abs(small / formula - 1) < 1e-3
print(f"v*/v four momenta: formula {formula:.5f}, numerical slope {small:.5f}")
print(f"v*/v converged = {converged:.5f}; v* = {converged*velocity:.4e} m/s")

# Residual from the real-space definition: finite differences and a cell average.
p, layer = momenta(generic, 3.51)
E, X, R = solve(generic, 3.51)
level = flat(E)[1]
c = X[:, 1].reshape(-1, 2)
cell = 2 * pi * np.linalg.inv(np.array([b1, b2])).T
s, t = np.meshgrid(np.arange(20) / 20, np.arange(20) / 20)
points = s.reshape(-1, 1) * cell[0] + t.reshape(-1, 1) * cell[1]


def field(which, r):
    mask = layer == which
    return np.exp(1j * r @ p[mask].T) @ c[mask]


def dirac(which):
    h = 1e-4
    dx, dy = np.array([h, 0]), np.array([0, h])
    gx = (field(which, points + dx) - field(which, points - dx)) / (2 * h)
    gy = (field(which, points + dy) - field(which, points - dy)) / (2 * h)
    return -1j * scale * (gx @ sx.T + gy @ sy.T)


psi1, psi2 = field(0, points), field(1, points)
out1, out2 = dirac(0) - level * psi1, dirac(1) - level * psi2
for qj, Tj in zip(q, T):
    phase = np.exp(1j * points @ qj)[:, None]
    out2 += phase * (psi1 @ Tj.T)
    out1 += phase.conj() * (psi2 @ Tj.conj())
real_space = np.sqrt(np.mean(np.sum(abs(out1)**2 + abs(out2)**2, axis=1)))
plane_wave = np.linalg.norm(R[:, 1])
assert abs(real_space / plane_wave - 1) < 1e-3
print(f"residual at generic momentum, cutoff 3.51: real space {real_space:.6f} meV, "
      f"plane waves {plane_wave:.6f} meV")

# Errors at Gamma against a much larger set, with linear and quadratic bounds.
E_ref, X_ref, R_ref = solve(GAMMA, reference_cutoff)
true = flat(E_ref)
p_ref, layer_ref = momenta(GAMMA, reference_cutoff)
A = hamiltonian(p_ref, layer_ref)
print(f"Gamma reference: cutoff {reference_cutoff}, N = {len(E_ref)}, "
      f"levels {true[0]:.7f}, {true[1]:.7f} meV, |R| = {norm2(R_ref):.2e} meV")
print("Gamma: cutoff/k_theta, N, upper flat level, true error, |R|, |R|^2/d (meV)")
for cutoff in cutoffs:
    E, X, R = solve(GAMMA, cutoff)
    r = norm2(R)
    error = np.abs(flat(E) - true)
    assert error.max() <= r + norm2(R_ref) + 1e-9
    quadratic = "not used"
    if cutoff > 3:
        inside = np.repeat(np.linalg.norm(p_ref, axis=1) < cutoff, 2)
        full = np.zeros((len(A), 2), complex)
        full[inside] = X
        P = full @ full.conj().T
        complement = np.eye(len(A)) - P
        B = complement @ A @ complement + 1e5 * P
        rest = np.linalg.eigvalsh((B + B.conj().T) / 2)
        d = np.array([np.abs(rest - x).min() for x in true])
        assert np.all(error <= r**2 / d + 1e-9)
        quadratic = f"{r**2 / d[1]:.2e}"
    if cutoff == 3.51:
        shifts = true - flat(E)
        assert shifts[0] * shifts[1] < 0     # one level rises, the other falls
    print(f"  {cutoff:.2f}  {len(E):3d}  {flat(E)[1]:.7f}  {error[1]:.2e}  {r:.2e}  {quadratic}")

# Decay of the outer amplitudes.
amplitude = np.linalg.norm(X_ref[:, 1].reshape(-1, 2), axis=1)
radius = np.linalg.norm(p_ref, axis=1)
print("largest amplitude at |p| >= rho (Gamma, upper flat level), and its bound")
for rho in (4, 5, 6, 7):
    outer = amplitude[radius >= rho - 1e-9].max()
    inner = amplitude[radius >= rho - 1 - 1e-9].max()
    bound = 3 * (w0 + w1) * inner / (scale * rho - abs(true[1]))
    assert outer <= bound * (1 + 1e-6) + 1e-13
    print(f"  rho = {rho} k_theta: {outer:.2e}, bound {bound:.2e}")


# Bandwidth over a momentum grid.
def scan(cutoff, n):
    lower, upper, remote, leak = [], [], [], []
    for i in range(n):
        for j in range(n):
            E, X, R = solve((i * b1 + j * b2) / n, cutoff)
            m = len(E) // 2
            lower.append(E[m - 1])
            upper.append(E[m])
            remote.append(E[m + 1])
            leak.append(norm2(R))
    return max(upper) - min(lower), max(leak), min(remote) - max(upper)


W_ref, leak_ref, gap_ref = scan(reference_cutoff, 6)
print("6 x 6 grid: cutoff/k_theta, total flat bandwidth, true error, largest |R| (meV)")
widths, leaks = [], []
for cutoff in cutoffs:
    W, leak, gap = scan(cutoff, 6)
    assert abs(W - W_ref) <= 2 * (leak + leak_ref) + 1e-9
    widths.append(W)
    leaks.append(leak)
    print(f"  {cutoff:.2f}  {W:.6f}  {abs(W-W_ref):.2e}  {leak:.2e}")
assert abs(widths[-1] - W_ref) < 1e-3
assert leaks[4] / leaks[2] < leaks[2] / leaks[0]     # faster than exponential
print(f"  {reference_cutoff:.2f}  {W_ref:.6f}  reference  {leak_ref:.2e}")
W_fine = scan(4.51, 18)[0]
assert abs(W_fine / widths[2] - 1) < 0.01
print(f"bandwidth at cutoff 4.51 on 18 x 18 grid = {W_fine:.6f} meV")
print(f"gap from flat to next higher band on 6 x 6 grid = {gap_ref:.4f} meV")
E_M = flat(solve(M, reference_cutoff)[0])
print(f"flat levels at M = {E_M[0]:.5f}, {E_M[1]:.5f} meV")
print(f"converged total bandwidth = {W_ref:.4f} meV = {W_ref*1e-3*e:.4e} J")
print("success")
```

It prints:

```
inputs: a = 0.25 nm, v = 1.00e+06 m/s, twist = 1.2 deg
inputs: w0 = 80 meV, w1 = 110 meV
k_theta = 0.35091 nm^-1; moire period = 11.937 nm
hbar v k_theta = 230.975 meV; alpha0 = 0.3464, alpha1 = 0.4762
K, cutoff 3.51: N = 62, doublets = 21, largest pair mismatch = 1.6e-12 meV
Gamma, cutoff 3.51: N = 48, doublets = 16, largest pair mismatch = 6.8e-13 meV
K doublet splitting (meV): cutoff/k_theta, symmetric set, Gamma-centred set, its |R|
  2.51  2.8e-13  2.421e+00  1.343e+02
  3.51  3.8e-13  6.113e-02  6.473e+01
  4.51  9.7e-14  1.164e-03  6.304e+00
  5.51  2.7e-13  6.249e-06  1.551e+00
  6.51  4.5e-14  1.274e-06  2.715e-01
v*/v four momenta: formula 0.15663, numerical slope 0.15663
v*/v converged = 0.11453; v* = 1.1453e+05 m/s
residual at generic momentum, cutoff 3.51: real space 12.717975 meV, plane waves 12.717975 meV
Gamma reference: cutoff 7.51, N = 276, levels -31.5775879, 31.5775879 meV, |R| = 2.47e-03 meV
Gamma: cutoff/k_theta, N, upper flat level, true error, |R|, |R|^2/d (meV)
  2.51   24  32.5240979  9.47e-01  7.34e+01  not used
  3.51   48  31.5765250  1.06e-03  2.38e+01  1.29e+01
  4.51  108  31.5776080  2.01e-05  1.37e+00  4.29e-02
  5.51  144  31.5775903  2.46e-06  2.84e-01  1.84e-03
  6.51  192  31.5775879  2.03e-08  4.14e-02  3.91e-05
largest amplitude at |p| >= rho (Gamma, upper flat level), and its bound
  rho = 4 k_theta: 2.04e-03, bound 5.37e-03
  rho = 5 k_theta: 3.39e-04, bound 1.04e-03
  rho = 6 k_theta: 3.22e-05, bound 1.42e-04
  rho = 7 k_theta: 3.75e-06, bound 1.16e-05
6 x 6 grid: cutoff/k_theta, total flat bandwidth, true error, largest |R| (meV)
  2.51  65.048196  1.89e+00  7.82e+01
  3.51  63.153050  2.13e-03  2.38e+01
  4.51  63.155216  4.02e-05  3.26e+00
  5.51  63.155181  4.92e-06  4.69e-01
  6.51  63.155176  4.06e-08  5.39e-02
  7.51  63.155176  reference  4.71e-03
bandwidth at cutoff 4.51 on 18 x 18 grid = 63.155216 meV
gap from flat to next higher band on 6 x 6 grid = 41.8242 meV
flat levels at M = -10.50043, 10.50043 meV
converged total bandwidth = 63.1552 meV = 1.0119e-20 J
success
```
